# Does doubling a travelling-wave modulator's length halve its drive voltage?

**Q:** I have a push-pull Mach-Zehnder modulator with a 1 cm electrode and a voltage-length product of 2.4 V cm. It needs too much voltage at 50 GHz. I intend to make the electrode 2 cm long with the same cross-section. The product is fixed by the cross-section, so the drive voltage must fall from 2.4 V to 1.2 V. Is there anything wrong with that?

**A:** The product is a property of the cross-section, as you say. But how was it measured?

**Q:** With a slow ramp. I found the voltage change that takes the output from dark to bright and multiplied it by the length.

**A:** Then, apart from a drop along the metal that we can come back to, the whole electrode was at one voltage at any moment. Call the product $K$. A uniform voltage $K/L$ over a length $L$ gives a phase difference $\pi$ between the arms. If the electro-optic response is linear, as in the Pockels effect, a voltage $V$ therefore adds phase difference at the rate

$$\frac{d\Delta\phi}{dz}=\frac{\pi V}{K}.$$

This local law is what you may carry over to 50 GHz, provided the electro-optic coefficient and the field pattern are unchanged there. The rule "voltage equals $K/L$" needs a further assumption: that the light meets the same voltage all along the electrode.

**Q:** It is a travelling-wave electrode. The microwave moves along with the light, so the light does see one voltage.

**A:** It sees one phase of the microwave if the velocities agree. It does not see one amplitude, because the metal has resistance. Take a uniform line with no reflected wave, driven at angular frequency $\omega=2\pi f$:

$$V(z,t)=V_0e^{-\alpha z}\cos\left[\omega\left(t-\frac{n_m z}{c}\right)\right].$$

Here $V_0$ is the amplitude at the input, $\alpha$ the amplitude attenuation and $n_m$ the microwave index at this frequency. A short slice of the optical envelope that enters at time $t_0$ reaches $z$ at $t_0+n_gz/c$, where $n_g$ is the optical group index. Put that time into the cosine:

$$\omega\left(t_0+\frac{n_gz}{c}-\frac{n_mz}{c}\right)=\omega t_0-\delta z,\qquad \delta=\frac{\omega(n_m-n_g)}{c}.$$

The phase difference collected by that slice is the local rate integrated along its path. With $\gamma=\alpha+i\delta$,

$$\Delta\phi(t_0)=\frac{\pi V_0}{K}\,\mathrm{Re}\left[e^{i\omega t_0}\int_0^Le^{-\gamma z}dz\right]
=\frac{\pi V_0}{K}\,\mathrm{Re}\left[e^{i\omega t_0}\,\frac{1-e^{-\gamma L}}{\gamma}\right].$$

The fraction is a fixed complex number. As $t_0$ runs through a period, the factor $e^{i\omega t_0}$ rotates it once, so its real part swings between plus and minus its magnitude. Call this magnitude the effective length:

$$L_{\rm eff}=\left|\frac{1-e^{-\gamma L}}{\gamma}\right|.$$

**Q:** How does that become a drive voltage? I want the same definition as in my slow measurement.

**A:** Ask for a peak-to-peak phase swing of $\pi$. The phase amplitude is $\pi V_0L_{\rm eff}/K$, so the full swing is twice that:

$$\frac{2\pi V_0L_{\rm eff}}{K}=\pi\quad\Longrightarrow\quad V_\pi\equiv2V_0=\frac{K}{L_{\rm eff}}.$$

Thus $V_\pi$ is a peak-to-peak voltage, and the sine amplitude is half of it. Bias an ideal interferometer at half transmission, so that its transmission is $\cos^2(\pi/4+\Delta\phi/2)$. With $\Delta\phi$ running from $-\pi/2$ to $+\pi/2$, the argument runs from 0 to $\pi/2$ and the transmission goes from 1 to 0. That is the dark-to-bright change you measured slowly.

**Q:** Suppose the velocities are matched. What happens when I double the length?

**A:** Then $\delta=0$, $\gamma=\alpha$, and

$$L_{\rm eff}(L)=\frac{1-e^{-\alpha L}}{\alpha}.$$

Split the integral for the doubled electrode at its middle, and substitute $z=L+s$ in the second part:

$$L_{\rm eff}(2L)=\int_0^Le^{-\alpha z}dz+\int_0^Le^{-\alpha(L+s)}ds
=(1+e^{-\alpha L})\,L_{\rm eff}(L).$$

The added half does the same work as the first, but with a drive already reduced by $e^{-\alpha L}$. Since $V_\pi$ is inversely proportional to $L_{\rm eff}$ at fixed $K$,

$$\frac{V_\pi(2L)}{V_\pi(L)}=\frac{1}{1+e^{-\alpha L}}.$$

For any positive $\alpha$ this lies above one half and below one. The longer matched device does need less voltage, but not half as much.

**Q:** A factor of 0.51 would not trouble me. How large is the effect in my device?

**A:** What is the microwave loss?

**Q:** Measurements at tens of gigahertz fit about 0.7 dB/cm times the square root of the frequency in gigahertz; carried back to 1 GHz, the fit gives 0.7 dB/cm. The optical group index and the microwave index are both 2.25.

**A:** At 50 GHz the loss is $0.7\sqrt{50}=4.95$ dB/cm. To turn it into an amplitude attenuation, note that a voltage ratio $e^{-\alpha L}$ is a loss of $20\log_{10}(e^{\alpha L})=20\,\alpha L/\ln10$ decibels. Therefore

$$\alpha=4.95\times\frac{\ln10}{20}=0.570\ \text{cm}^{-1}.$$

**Q:** I would have divided by 4.34, which gives twice that.

**A:** That is the attenuation of power. The phase follows the voltage, so here you need the attenuation of voltage. For your 1 cm device $e^{-0.570}=0.566$, and

$$L_{\rm eff}=\frac{1-0.566}{0.570}=0.762\ \text{cm},\qquad
V_\pi=\frac{2.40}{0.762}=3.15\ \text{V}.$$

So it needs 3.15 V at 50 GHz, not 2.4 V. The doubling factor is $1/(1+0.566)=0.639$, and the 2 cm device needs 2.01 V, not 1.2 V.

**Q:** Then I double again. Each doubling gains something, so I shall reach 1.2 V eventually.

**A:** Look at the effective length as $L$ grows. Its derivative is $e^{-\alpha L}$, which is positive but dies away, and $L_{\rm eff}$ approaches $1/\alpha$ from below. Hence

$$V_\pi>K\alpha=2.40\times0.570=1.37\ \text{V}$$

for every finite length of this matched line at 50 GHz. Your 1.2 V lies below the floor. With the cross-section and frequency held fixed, the lengths compare as follows.

| $L$ (cm) | $L_{\rm eff}$ (cm) | $V_\pi$ (V) | $K/L$ (V) |
|---:|---:|---:|---:|
| 0.5 | 0.435 | 5.52 | 4.80 |
| 1 | 0.762 | 3.15 | 2.40 |
| 2 | 1.193 | 2.01 | 1.20 |
| 4 | 1.575 | 1.52 | 0.60 |
| 8 | 1.736 | 1.38 | 0.30 |

Going from 4 to 8 cm multiplies the voltage by 0.907. At the 4 cm point $\alpha L=2.279$, so the microwave amplitude is down to about a tenth of its input value. The next 4 cm can add only a tenth of what the first 4 cm gave.

**Q:** You have assumed a pure exponential wave. Could the saturation come from that assumption?

**A:** One can start from the circuit instead. Cut the line into 10 µm sections, each with series resistance and inductance and with shunt capacitance. Put 50 ohm at both ends, solve for the node voltages, and add them up with the phases at which the light passes. For the five lengths in the table, the effective lengths found this way differ from the formula by at most 0.088 %, relative to the formula. If the resistance is removed from this circuit, the factor from 1 to 2 cm becomes 0.50000. So for this velocity-matched line it is the attenuation that spoils the halving.

**Q:** When may I still use the old rule?

**A:** Expand the factor for small $x=\alpha L$, where $L$ is the shorter length. Since $e^{-x}\approx1-x$,

$$\frac1{1+e^{-x}}\approx\frac1{2-x}=\frac12\,\frac1{1-x/2}\approx\frac12+\frac x4.$$

Relative to one half, the excess is $x/2$. If you accept 5 %, you need $\alpha L$ below about 0.1, which at 50 GHz means a starting length below about 0.18 cm. At the other end, $x\gg1$, the factor tends to one and doubling gains almost nothing.

**Q:** But I have compared two such devices on the bench with slow ramps, and the longer one needed half the voltage.

**A:** That agrees with this account. The rule fails through the product $\alpha L$, and the skin-effect loss falls as the frequency falls. At very low frequency the picture of a single decaying wave no longer applies at all, and the line acts as a plain resistor.

**Q:** The metal still has resistance at zero frequency. Why does that not spoil the slow measurement?

**A:** It depends on what you call the drive. Let the generator have internal resistance $R$ and let the line end in an equal resistance $R$. Set the generator so that it would deliver $V_m$ to a matched load; its open-circuit voltage is then $2V_m$. If the line has total series resistance $r$ and no leakage between its conductors, the current is $I=2V_m/(2R+r)$. The voltages at the two ends are

$$V(0)=I(R+r),\qquad V(L)=IR.$$

The voltage falls linearly between them, so its mean is

$$\frac{V(0)+V(L)}2=\frac{I(2R+r)}2=V_m.$$

The resistance drops out. The phase is $\pi V_mL/K$, and the setting for a phase $\pi$ halves when $L$ doubles. With 5 ohm/cm and a 2 cm line between 50 ohm ends, the circuit solution gives a mean of 1.000000 times $V_m$. This rests on the equal end resistances. If you hold the voltage at the electrode input fixed instead, the mean lies below that voltage and falls further as the line gets longer.

**Q:** So the same pair of devices obeys the rule slowly and breaks it at 50 GHz.

**A:** Yes, and the change is gradual. Part of it needs no skin effect: even a fixed 5 ohm/cm takes the factor from 0.500 at zero frequency to about $1/(1+e^{-0.05})=0.51$ above a few gigahertz, where the lines carry a travelling wave. The larger part comes from the growth of the resistance. At high frequency the current flows in a surface layer whose thickness, the skin depth, varies as $1/\sqrt f$. The resistance per length therefore grows as $\sqrt f$. For small loss $\alpha\approx R'/(2Z_0)$, with $R'$ the series resistance per length and $Z_0$ the line impedance, so $\alpha$ grows in the same way. The factor from 1 to 2 cm is then 0.563 at 10 GHz, 0.639 at 50 GHz and 0.691 at 100 GHz. These values take the velocities as matched at each frequency. For a line matched at 50 GHz only, the magnetic field inside the metal shifts the index and raises the 100 GHz value to about 0.70. The skin depth in bulk gold is about 0.75 µm at 10 GHz, and a film about 1 µm thick is not thick compared with that, so the square-root law is doubtful there. At 50 GHz the skin depth is about 0.33 µm.

**Q:** If the long device loses more of its response at high frequency, its bandwidth must suffer. By how much?

**A:** Define the bandwidth by the frequency at which, for a fixed drive amplitude, the phase amplitude has fallen to $1/\sqrt2$ of its low-frequency value. With $x=\alpha L$ the condition is

$$\frac{L_{\rm eff}}L=\frac{1-e^{-x}}x=\frac1{\sqrt2}.$$

Multiply by $x$ and rearrange to $x-\sqrt2=-\sqrt2\,e^{-x}$. With $y=x-\sqrt2$, so that $e^{-x}=e^{-\sqrt2}e^{-y}$, this becomes

$$y\,e^y=-\sqrt2\,e^{-\sqrt2}.$$

One solution is $y=-\sqrt2$, that is $x=0$, which entered when we multiplied by $x$. The other is given by the principal branch $W_0$ of the Lambert function, the inverse of $ye^y$:

$$x=\sqrt2+W_0\left(-\sqrt2\,e^{-\sqrt2}\right)=0.738.$$

In decibels this is a total microwave loss of 6.41 dB. Write $\alpha=a\sqrt f$. Then $a\sqrt f\,L=x$ gives

$$f_{3\,\rm dB}=\left(\frac{x}{aL}\right)^2.$$

Doubling the length quarters the bandwidth, provided the velocities match at every frequency concerned and the loss follows the square-root law. Here $a=0.7\ln10/20=0.0806$ cm$^{-1}$ GHz$^{-1/2}$, so the 1 cm device reaches about 84 GHz and the 2 cm device about 21 GHz. On a real line the magnetic field inside the metal adds about $\alpha c/\omega$ to $n_m$, which is 0.08 at 21 GHz and 0.04 at 84 GHz. With the velocities matched at 50 GHz this gives about 81 and 22 GHz, a ratio of 3.7. The numbers also refer to the zero-frequency response. A finite metal thickness, or a reference taken at 1 GHz, shifts them further, so expect a ratio between about three and four.

**Q:** Then at 50 GHz the 2 cm device is far beyond its bandwidth. Surely the 1 cm device is the better one there.

**A:** Not in voltage. The bandwidth compares each device with its own low-frequency response, and the long device starts from twice the response. At 50 GHz it still needs 2.01 V against 3.15 V. What it has lost is flatness: its response varies more over the band, which matters for a broadband signal.

**Q:** At least a longer electrode can never make the voltage worse.

**A:** With matched velocities that holds, since $L_{\rm eff}$ grows with $L$. With a mismatch it can fail. The same splitting of the integral gives

$$\frac{V_\pi(2L)}{V_\pi(L)}=\frac1{|1+e^{-\gamma L}|}.$$

The voltage rises if the denominator is below one. Square it:

$$|1+e^{-\gamma L}|^2=1+2e^{-\alpha L}\cos\delta L+e^{-2\alpha L}<1.$$

Subtract 1 and divide by the positive quantity $2e^{-\alpha L}$:

$$\cos\delta L<-\tfrac12e^{-\alpha L}.$$

Take a deliberately large index difference of 0.20 and double from 1.5 to 3.0 cm at 50 GHz. Then $\delta L=2\pi f(0.20)L/c\approx3.14$, so the cosine is close to $-1$, while $e^{-\alpha L}=e^{-0.855}=0.425$. The factor is $1/(1-0.425)=1.74$, and the voltage rises from 3.66 V to 6.36 V. In the second half the light meets a voltage of the opposite sign, which takes back part of the phase it had gained.

**Q:** So attenuation is not the only thing that can break the rule.

**A:** No. Set $\alpha=0$ and keep the mismatch. Then $|1+e^{-i\delta L}|=2|\cos(\delta L/2)|$, and the factor is $1/(2|\cos(\delta L/2)|)$. For a nonzero mismatch it lies above one half unless $\delta L$ is a multiple of $2\pi$. At those lengths the halving does not return: the effective lengths of both electrodes are zero, so no finite voltage gives the required swing and there is no ratio to form. Attenuation and mismatch are separate causes. With matched velocities, attenuation makes the voltage fall steadily towards a floor as the electrode grows; with a mismatch the voltage can rise again.

**Q:** Return to the matched case. If the voltage keeps falling, however slowly, should I make the electrode as long as the chip allows?

**A:** The light is attenuated too. Equal optical loss in both arms leaves the phase difference, and so $V_\pi$, unchanged, but it reduces the output. Let the input optical power be $P_0$ and the optical power attenuation $\alpha_o$. At half transmission the output changes with phase at the rate $\tfrac12P_0e^{-\alpha_oL}$ in magnitude, and the phase amplitude per volt of sine amplitude is $\pi L_{\rm eff}/K$. For small signals the output modulation per volt is therefore

$$S=\frac{\pi P_0}{2K}\,e^{-\alpha_oL}L_{\rm eff}.$$

Differentiate with respect to $L$, using $dL_{\rm eff}/dL=e^{-\alpha L}$, and set the result to zero:

$$e^{-\alpha L}=\alpha_oL_{\rm eff}=\frac{\alpha_o}\alpha(1-e^{-\alpha L}).$$

Multiplying by $e^{\alpha L}$ gives $1=(\alpha_o/\alpha)(e^{\alpha L}-1)$, hence

$$L_{\rm best}=\frac1\alpha\ln\left(1+\frac\alpha{\alpha_o}\right).$$

It is a maximum: $e^{-\alpha L}$ falls with $L$ while $\alpha_oL_{\rm eff}$ rises, so the slope of $S$ changes once, from positive to negative. For an optical loss of 0.2 dB/cm, $\alpha_o=0.2\ln10/10=0.0461$ cm$^{-1}$, and the best length at 50 GHz is 4.55 cm. This is best for modulation per volt at one frequency and fixed optical input. It takes no account of bandwidth or chip area.

**Q:** How close is all this to a device I could build?

**A:** The numbers are rough values for a thin-film lithium niobate modulator on a silicon substrate, with plain gold electrodes. The lengths of 4 and 8 cm are there to show the saturation; on a chip shorter than that they would call for a folded layout. Real lines also depart from the ideal one. Changing one thing at a time, and comparing with 2.01 V at 2 cm and a factor of 0.639 from 1 to 2 cm, I find:

- An index mismatch of 0.02 gives 2.025 V and 0.642.
- A line impedance of 45 ohm between 50 ohm ends, with $\alpha$ held fixed, gives 2.12 V and 0.638. Here the drive is the voltage the generator would deliver to a matched load.
- A dielectric loss tangent of 0.003 for the whole line gives 2.07 V and 0.647.
- An electrode 60 K warmer, with its resistivity rising by 0.34 % per kelvin and its loss taken as proportional to the square root of resistivity, gives 2.10 V and 0.652.

Each moves the voltage by less than 6 %, and none brings the factor near one half. Self-heating is small: the 2 cm device takes about 10 mW of microwave power, which warms a strip 50 µm wide at the input by roughly 0.1 K across 5 µm of oxide, the substrate's own warming left out. The mean field in a 5 µm gap is about 0.002 MV/cm, far below the breakdown field of silica, which is of the order of several MV/cm.

**Q:** Would the same formula serve for a silicon depletion modulator?

**A:** Only as a small-signal guide. There the phase is not proportional to the voltage, and the junction's capacitance and resistance load the line, so $K$ and $\alpha$ depend on the bias. The loss need not follow $\sqrt f$ either. The reasoning about a weakened drive in the second half still applies, but you would need $K$ and $\alpha$ at the actual bias and frequency.

**Q:** Then what should I change to get my lithium niobate device to 1.2 V at 50 GHz?

**A:** On a velocity-matched line with no reflected wave, and with the voltage taken at the electrode input, length alone will not do it, because the floor is $K\alpha=1.37$ V. You must reduce that product: a lower-loss electrode at the same $K$, or a smaller $K$ at the same loss. Suppose you keep 2 cm and $K=2.4$ V cm. Then 1.2 V would require $L_{\rm eff}=L$, which means no attenuation at all. So even with a better electrode you will need either more than 2 cm or a smaller $K$. The numerical output below gives the values for each length.

## Numbers as computed

```
Voltage-length product K = 2.40 V cm
Conductor loss at 1 GHz = 0.70 dB/cm
Optical group index = 2.25; port resistance = 50 ohm
Drive frequency = 50 GHz
Loss at drive frequency = 4.950 dB/cm
Amplitude attenuation alpha = 0.5699 Np/cm
Limiting effective length 1/alpha = 1.755 cm
Voltage floor K*alpha = 1.368 V
L=0.5 cm: alpha*L=0.285, L_eff=0.435 cm, Vpi=5.516 V, K/L=4.800 V, doubling factor=0.571
L=1.0 cm: alpha*L=0.570, L_eff=0.762 cm, Vpi=3.148 V, K/L=2.400 V, doubling factor=0.639
L=2.0 cm: alpha*L=1.140, L_eff=1.193 cm, Vpi=2.011 V, K/L=1.200 V, doubling factor=0.758
L=4.0 cm: alpha*L=2.279, L_eff=1.575 cm, Vpi=1.524 V, K/L=0.600 V, doubling factor=0.907
L=8.0 cm: alpha*L=4.559, L_eff=1.736 cm, Vpi=1.382 V, K/L=0.300 V, doubling factor=0.990
Largest circuit/formula difference = 0.088 %
Lossless doubling factor, 1 to 2 cm = 0.50000
10 GHz: factor 1 to 2 cm=0.563, gold skin depth=0.75 um
50 GHz: factor 1 to 2 cm=0.639, gold skin depth=0.33 um
100 GHz: factor 1 to 2 cm=0.691, gold skin depth=0.24 um
3 dB electrical point: alpha*L = 0.7384 Np = 6.41 dB
Bandwidth: 1 cm = 83.9 GHz, 2 cm = 21.0 GHz
Large index mismatch = 0.20: factor 1.5 to 3.0 cm = 1.740
Its voltages = 3.657 V and 6.364 V
index mismatch 0.02: Vpi(2 cm)=2.025 V, factor 1 to 2 cm=0.642
line impedance 45 ohm: Vpi(2 cm)=2.121 V, factor 1 to 2 cm=0.638
dielectric loss tangent 0.003: Vpi(2 cm)=2.068 V, factor 1 to 2 cm=0.647
electrode 60 K warmer: Vpi(2 cm)=2.101 V, factor 1 to 2 cm=0.652
DC series resistance = 5.0 ohm/cm
DC mean voltage / matched-load voltage at 2 cm = 1.000000
Optical loss = 0.20 dB/cm
Optical transmission: 2 cm = 0.912, 4 cm = 0.832
Length of greatest modulation slope = 4.55 cm
Sine amplitude for pi swing at 2 cm = 1.006 V
Microwave input power at 2 cm = 10.11 mW
Electrode gap = 5 um; peak gap field = 0.00201 MV/cm
Strip width = 50 um; oxide = 5 um; oxide conductivity = 1.4 W/(m K)
Rough self-heating at input, 2 cm device = 0.082 K
```
